# Why the quantum and classical momentum densities of hydrogenic shells agree: verification in Python

```python
# Result under test (Hartree atomic units, H = p^2/2 - Z/r, E = -p0^2/2, p0 = Z/n):
#   (1/n^2) sum_lm |phi_nlm(p)|^2 = 8 p0^5/(pi^2 D^4) = microcanonical momentum density,
# D = p^2+p0^2, a = Z/p0^2.  Fock sphere: xi = 2 p0 p/D, xi4 = (p^2-p0^2)/D = cos(chi).
# phi = 4 p0^(5/2) Phi/D^2; sum|Phi|^2 = n^2/(2 pi^2); probability = (1-xi4) dOmega/(2 pi^2).
# G = r(H-E); Ap = r(p^2-p0^2)/2 - p(p.r) is the on-shell Runge-Lenz vector.
import itertools
import numpy as np
import sympy as sp
from numpy import pi
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import null_space
from scipy.optimize import minimize_scalar
from scipy.special import (eval_genlaguerre, spherical_jn, eval_gegenbauer, eval_chebyu)

rng = np.random.default_rng(7)
def gauss(lo, hi, m):
    t, w = np.polynomial.legendre.leggauss(m)
    return lo + (hi - lo) * (t + 1) / 2, w * (hi - lo) / 2
def rho(p, p0):
    return 8 * p0**5 / (pi**2 * (p**2 + p0**2)**4)
def to_sphere(p, p0):
    p2 = np.sum(p**2, axis=0)
    return np.vstack([2 * p0 * p / (p2 + p0**2), (p2 - p0**2) / (p2 + p0**2)])
def tail(P, p0):
    c = 2 * np.arctan2(p0, P)
    return 2 / pi * (c / 2 - np.sin(2 * c) / 4 - np.sin(c)**3 / 3)

# Laguerre radial functions solve the radial equation (symbolic)
rs, Zs = sp.symbols('r Z', positive=True)
for n in range(1, 9):
    for l in range(n):
        k = Zs / n
        f = sp.expand(rs**(l + 1) * sp.assoc_laguerre(n - l - 1, 2 * l + 1, 2 * k * rs))
        u2 = f.diff(rs, 2) - 2 * k * f.diff(rs) + k**2 * f   # u = f exp(-k r)
        assert sp.expand(-u2 / 2 + (l * (l + 1) / (2 * rs**2) - Zs / rs + k**2 / 2) * f) == 0

panels = [gauss(0.45 * i, 0.45 * (i + 1), 20) for i in range(200)]
X = np.concatenate([q[0] for q in panels]); WX = np.concatenate([q[1] for q in panels])
def radial(n, l, Z):
    p0 = Z / n
    raw = lambda r: np.exp(-p0*r) * (2*p0*r)**l * eval_genlaguerre(n-l-1, 2*l+1, 2*p0*r)
    c = np.sqrt(np.sum(WX / p0 * (X / p0)**2 * raw(X / p0)**2))
    return lambda r: raw(r) / c
def phi_bessel(n, l, Z, p):
    r, w = X * n / Z, WX * n / Z
    return np.sqrt(2/pi) * spherical_jn(l, np.outer(p, r)) @ (w * r**2 * radial(n, l, Z)(r))
chi, wchi = gauss(0, pi, 60)
def sphere_radial(n, l):
    raw = lambda c: np.sin(c)**l * eval_gegenbauer(n - l - 1, l + 1, np.cos(c))
    c0 = np.sqrt(np.sum(wchi * np.sin(chi)**2 * raw(chi)**2))
    return lambda c: raw(c) / c0

# shell average from Fourier-Bessel transforms; unit norm on the sphere carries over
for Zt in (1.0, 2.0):
    for n in range(1, 9):
        k = Zt / n
        p = k * np.array([0.03, 0.3, 0.7, 1.0, 1.6, 2.5, 4.0])
        total = 0
        for l in range(n):
            f = phi_bessel(n, l, Zt, p)
            total = total + (2 * l + 1) / (4 * pi) * f**2
            Phi = f * (p**2 + k**2)**2 / (4 * k**2.5)
            ref = sphere_radial(n, l)(2 * np.arctan2(k, p))
            assert np.allclose(np.abs(Phi), np.abs(ref), atol=1e-8, rtol=0)
        assert np.allclose(total / n**2, rho(p, k), rtol=1e-8, atol=0)

Z, N = 2.0, 3
p0 = Z / N; E = -p0**2 / 2; a = Z / p0**2

# momentum-space integral equation, l = 0, kernel reduced to a logarithm
Y30 = sphere_radial(N, 0)
phi30 = lambda q: 4 * p0**2.5 / (q**2 + p0**2)**2 * Y30(2 * np.arctan2(p0, q))
for p in (0.2, 0.5, 1.5):
    g = lambda q: np.log((p + q) / abs(p - q)) * phi30(q) * q
    I = sum(quad(g, lo, hi, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
            for lo, hi in ((0, p), (p, 2 * p), (2 * p, np.inf)))
    assert np.isclose((p**2 + p0**2) / 2 * phi30(p), Z / (pi * p) * I, rtol=1e-7, atol=1e-9)

# harmonic polynomials in 4D: dimension, reproducing kernel, Coulomb-kernel eigenvalue
g1, w1 = gauss(0, pi, 30); ct, w2 = gauss(-1, 1, 10); ph = 2 * pi * np.arange(20) / 20
Gm, Ct, Ph = [v.ravel() for v in np.meshgrid(g1, ct, ph, indexing='ij')]
Wc = (w1[:, None, None] * w2[None, :, None] * np.full((1, 1, 20), 2 * pi / 20)).ravel()
St = np.sqrt(1 - Ct**2)
nvec = np.array([St * np.cos(Ph), St * np.sin(Ph), Ct])
def cloud(xi):
    return np.outer(xi, np.cos(Gm)) + null_space(xi[None, :]) @ nvec * np.sin(Gm)
def powers(k):
    return [t for t in itertools.product(range(k + 1), repeat=4) if sum(t) == k]
def unit():
    v = rng.normal(size=4)
    return v / np.linalg.norm(v)
for k in range(0, 6):
    mons = powers(k)
    if k < 2:
        B = np.eye(len(mons))
    else:
        low = {t: i for i, t in enumerate(powers(k - 2))}
        Lap = np.zeros((len(low), len(mons)))
        for j, t in enumerate(mons):
            for i in range(4):
                if t[i] >= 2:
                    s = list(t); s[i] -= 2
                    Lap[low[tuple(s)], j] += t[i] * (t[i] - 1)
        B = null_space(Lap)
    assert B.shape[1] == (k + 1)**2
    val = lambda x: B.T @ np.array([x[0]**t[0] * x[1]**t[1] * x[2]**t[2] * x[3]**t[3]
                                    for t in mons])
    x1, x2 = unit(), unit()
    V = val(cloud(x1))
    Ginv = np.linalg.inv((V * Wc * np.sin(Gm)**2) @ V.T)
    assert np.isclose(val(x1) @ Ginv @ val(x1), (k + 1)**2 / (2 * pi**2), rtol=1e-9)
    assert np.isclose(val(x2) @ Ginv @ val(x2), (k + 1)**2 / (2 * pi**2), rtol=1e-9)
    assert abs(val(x1) @ Ginv @ val(x2) - (k+1) * eval_chebyu(k, x1 @ x2) / (2*pi**2)) < 1e-9
    KV = V @ (Wc * np.sin(Gm)**2 / (2 - 2 * np.cos(Gm))) / (2 * pi**2)
    assert np.allclose(KV, val(x1) / (k + 1), atol=1e-10)

# stereographic geometry and Poisson brackets (symbolic derivatives, random points)
xs = sp.Matrix(sp.symbols('x1:4')); ps = sp.Matrix(sp.symbols('p1:4'))
rr = sp.sqrt(xs.dot(xs)); Ds = ps.dot(ps) + p0**2
xi = sp.Matrix([*(2 * p0 * ps / Ds), (ps.dot(ps) - p0**2) / Ds]); J = xi.jacobian(ps)
Hs = ps.dot(ps) / 2 - Z / rr; Gs = rr * (Hs - E)
Ap = xs * (ps.dot(ps) - p0**2) / 2 - ps * ps.dot(xs)
RL = ps.cross(xs.cross(ps)) - Z * xs / rr
pb = lambda f, g: sum(f.diff(xs[i])*g.diff(ps[i]) - f.diff(ps[i])*g.diff(xs[i]) for i in range(3))
ev = sp.lambdify([list(xs), list(ps)], [J, sp.Matrix([pb(c, Gs) for c in Ap]),
     sp.Matrix([pb(c, Hs) for c in Ap]), Ap - RL,
     sp.Matrix(4, 3, lambda i, k: pb(xi[i], Ap[k]))])
for _ in range(5):
    x, p, q = rng.normal(size=(3, 3))
    D = p @ p + p0**2
    Jn, bG, bH, _d, flow = ev(x, p)
    assert np.allclose(Jn.T @ Jn, (2 * p0 / D)**2 * np.eye(3), atol=1e-12)
    s1, s2 = to_sphere(p[:, None], p0)[:, 0], to_sphere(q[:, None], p0)[:, 0]
    assert np.isclose(np.sum((s1-s2)**2), 4*p0**2*np.sum((p-q)**2) / (D*(q@q+p0**2)), rtol=1e-12)
    assert np.abs(bG).max() < 1e-10 and np.abs(bH).max() > 1e-4
    assert np.allclose(flow, np.vstack([-p0 * s1[3] * np.eye(3), p0 * s1[:3]]), atol=1e-11)
    on = ev(x / np.linalg.norm(x) * 2 * Z / D, p)
    assert np.abs(on[2]).max() < 1e-10 and np.abs(on[3]).max() < 1e-10

# microcanonical marginal with a Gaussian-smoothed delta (error of order eps^2)
eps = 2e-5
dl = lambda y: np.exp(-y**2 / (2 * eps**2)) / (eps * np.sqrt(2 * pi))
def marginal(p, over_r=False):
    W = p**2 / 2 - E
    r, w = gauss(Z / (W + 9 * eps), Z / (W - 9 * eps), 80)
    return np.sum(w * 4 * pi * r**(1 if over_r else 2) * dl(p**2 / 2 - Z / r - E))
Omega = quad(lambda r: 16 * pi**2 * r**2 * np.sqrt(max(2 * (E + Z / r), 0)), 0, 2 * a,
             epsabs=0, epsrel=1e-11, limit=200)[0]
assert np.isclose(Omega, 8 * pi**3 * Z**3 / p0**5, rtol=1e-8)
h = 1e-6
dndE = (Z / np.sqrt(-2 * (E + h)) - Z / np.sqrt(-2 * (E - h))) / (2 * h)
assert np.isclose(Omega / (2 * pi)**3, N**2 * dndE, rtol=1e-7)
for p in (0.0, 0.3, 0.5, 1.0, 3.0):
    assert np.isclose(marginal(p) / Omega, rho(p, p0), rtol=1e-6)
    assert np.isclose(marginal(p, True) / (2 * p0 / (p**2 + p0**2))**3,
                      4 * pi * Z**2 / p0**3, rtol=1e-6)

# integrated Kepler orbit: great circle, angle advances as p0/r
x0 = a * np.array([1.2, 0.3, -0.4]); d = np.array([0.5, 0.7, 0.6])
v0 = d / np.linalg.norm(d) * np.sqrt(2 * (E + Z / np.linalg.norm(x0)))
def rhs(t, y):
    r = np.linalg.norm(y[:3])
    return [*y[3:6], *(-Z * y[:3] / r**3), p0 / r]
T = 2 * pi * Z / p0**3
y = solve_ivp(rhs, (0, T), [*x0, *v0, 0], method='DOP853', rtol=1e-12, atol=1e-12,
              t_eval=np.linspace(0, T, 600)).y
S = to_sphere(y[3:6], p0); U, sv, _ = np.linalg.svd(S, full_matrices=False)
assert sv[2] / sv[0] < 1e-8 and sv[1] / sv[0] > 0.1
psi = np.unwrap(np.arctan2(U[:, 1] @ S, U[:, 0] @ S))
assert np.allclose(np.abs(psi - psi[0]), y[6], atol=1e-7) and abs(y[6, -1] - 2 * pi) < 1e-7
assert np.allclose(np.linalg.norm(y[:3], axis=0), a * (1 - S[3]), atol=1e-7)

# Kepler ensemble: e^2 and mean anomaly uniform; tolerance five standard errors
ns = 300000
e = np.sqrt(rng.random(ns)); M = 2 * pi * rng.random(ns); u = np.full(ns, pi)
for _ in range(50):
    u = u - (u - e * np.sin(u) - M) / (1 - e * np.cos(u))
assert np.abs(u - e * np.sin(u) - M).max() < 1e-11
wt = 1 / (1 - e * np.cos(u))
pm = p0 * wt * np.sqrt(np.sin(u)**2 + (1 - e**2) * np.cos(u)**2)
x4 = (pm**2 - p0**2) / (pm**2 + p0**2)
near = lambda s, ref: abs(s.mean() - ref) < 5 * s.std() / np.sqrt(ns)
for P in (0.2, 0.4, p0, 1.2, 2.5):
    assert near((pm > P) * 1.0, tail(P, p0))
for m in range(5):
    assert near(wt * x4**m, 2 / pi * np.sum(wchi * np.sin(chi)**2 * np.cos(chi)**m))
assert near(x4, -0.25)

# consequences and counter-examples
mom = lambda m: quad(lambda p: 4*pi*p**(2+m)*rho(p, p0), 0, np.inf, epsabs=1e-12, limit=200)[0]
shell = lambda f: sum((2*l+1) * np.sum(WX/p0 * (X/p0)**2 * radial(N, l, Z)(X/p0)**2 * f(X/p0))
                      for l in range(N)) / N**2
p2_pos = shell(lambda r: 2 * (E + Z / r)); p4_pos = shell(lambda r: 4 * (E + Z / r)**2)
assert np.allclose([mom(0), mom(1), mom(2), mom(4), p2_pos, p4_pos],
                   [1, 8*p0/(3*pi), p0**2, 5*p0**4, p0**2, 5*p0**4], rtol=1e-7)
mode = minimize_scalar(lambda p: -p**2 * rho(p, p0), bounds=(0.05, 2), method='bounded',
                       options={'xatol': 1e-10}).x
assert abs(mode - p0 / np.sqrt(3)) < 1e-6
pg, wg = gauss(0, p0, 40)
inside = sum((2*l+1) * np.sum(wg * pg**2 * phi_bessel(N, l, Z, pg)**2) for l in range(N)) / N**2
assert np.isclose(inside, 1 - tail(p0, p0), rtol=1e-9)
rg, wr = gauss(0, 2 * a, 80)
leak = 1 - sum((2*l+1) * np.sum(wr * rg**2 * radial(N, l, Z)(rg)**2) for l in range(N)) / N**2
osc = quad(lambda p: 4 * pi * p**2 * np.exp(-p**2) / pi**1.5, np.sqrt(3), np.inf)[0]
assert leak > 0.01 and osc > 0.01

eV = constants.physical_constants['Hartree energy in eV'][0]
print(f"He+ Z = {Z:.0f}, n = {N}; p0 = {p0:.6f} a.u.; a = {a:.4f} bohr; 2a = {2*a:.4f} bohr")
print(f"E = {E:.6f} hartree = {E*eV:.4f} eV")
print(f"Omega = {Omega:.4f} a.u.; Omega/(2pi)^3 = {Omega/(2*pi)**3:.4f} per hartree")
print(f"n^2 dn/dE = {N**2*dndE:.4f} per hartree")
print(f"int d3r delta(G) per dOmega = {marginal(0.5, True)/(2*p0/(0.25+p0**2))**3:.4f} a.u.")
print(f"n^2/(2 pi^2) = {N**2/(2*pi**2):.6f}; rho(0) = {rho(0, p0):.6f} a.u.")
subs = []
for p in (0.5, 1.0):
    D = p**2 + p0**2; fac = 16 * p0**5 / D**4
    c = np.array([(2*l+1)/(4*pi) * phi_bessel(N, l, Z, np.array([p]))[0]**2 for l in range(N)])
    subs.append(c / fac)
    print(f"--- p = {p:.1f} a.u.: D = {D:.6f} a.u., xi4 = {(p**2-p0**2)/D:.6f}")
    print(f"chi = {2*np.arctan2(p0, p):.6f} rad; 16 p0^5/D^4 = {fac:.6f} a.u.")
    for l in range(N):
        print(f"l = {l}: sum_m|phi|^2 = {c[l]:.6f} a.u.; sum_m|Phi|^2 = {c[l]/fac:.6f}")
    print(f"shell sum |phi|^2 = {c.sum():.6f} a.u.; shell sum |Phi|^2 = {c.sum()/fac:.6f}")
    print(f"quantum mean = {c.sum()/N**2:.6f} a.u.; formula = {rho(p, p0):.6f} a.u.")
    print(f"classical r = {2*Z/D:.6f} bohr; int d3r delta(H-E) = {marginal(p):.4f} a.u.")
    print(f"classical density = {marginal(p)/Omega:.6f} a.u.")
assert np.abs(subs[0] - subs[1]).max() > 0.01 and abs(subs[0].sum() - subs[1].sum()) < 1e-9
print(f"P(|p|<p0): quantum {inside:.6f}, formula {1-tail(p0, p0):.6f}, "
      f"sampled orbits {(pm < p0).mean():.3f}")
print(f"<p> = {mom(1):.6f} a.u.; mode of |p| = {mode:.6f} a.u.")
print(f"<p^2> = {mom(2):.6f} a.u. (position space {p2_pos:.6f})")
print(f"<p^4> = {mom(4):.6f} a.u. (position space {p4_pos:.6f})")
print(f"sampled <xi4> = {x4.mean():.3f}; weighted a/r: <xi4> = {(wt*x4).mean():.3f}, "
      f"<xi4^2> = {(wt*x4**2).mean():.3f}")
print(f"test orbit: period = {T:.4f} a.u.; angle on sphere = {abs(psi[-1]-psi[0]):.6f} rad")
print(f"quantum P(r > 2a), n = 3 shell = {leak:.6f} (classically forbidden)")
print(f"3D oscillator ground state, m = omega = 1: P(p^2 > 2E = 3) = {osc:.6f}")
print("ALL CHECKS PASSED")
```

It prints:

```
He+ Z = 2, n = 3; p0 = 0.666667 a.u.; a = 4.5000 bohr; 2a = 9.0000 bohr
E = -0.222222 hartree = -6.0470 eV
Omega = 15069.0505 a.u.; Omega/(2pi)^3 = 60.7500 per hartree
n^2 dn/dE = 60.7500 per hartree
int d3r delta(G) per dOmega = 169.6460 a.u.
n^2/(2 pi^2) = 0.455945; rho(0) = 2.735672 a.u.
--- p = 0.5 a.u.: D = 0.694444 a.u., xi4 = -0.280000
chi = 1.854590 rad; 16 p0^5/D^4 = 9.059697 a.u.
l = 0: sum_m|phi|^2 = 0.216241 a.u.; sum_m|Phi|^2 = 0.023868
l = 1: sum_m|phi|^2 = 0.795891 a.u.; sum_m|Phi|^2 = 0.087850
l = 2: sum_m|phi|^2 = 3.118594 a.u.; sum_m|Phi|^2 = 0.344227
shell sum |phi|^2 = 4.130726 a.u.; shell sum |Phi|^2 = 0.455945
quantum mean = 0.458970 a.u.; formula = 0.458970 a.u.
classical r = 5.760000 bohr; int d3r delta(H-E) = 6916.2362 a.u.
classical density = 0.458970 a.u.
--- p = 1.0 a.u.: D = 1.444444 a.u., xi4 = 0.384615
chi = 1.176005 rad; 16 p0^5/D^4 = 0.484017 a.u.
l = 0: sum_m|phi|^2 = 0.004087 a.u.; sum_m|Phi|^2 = 0.008445
l = 1: sum_m|phi|^2 = 0.074177 a.u.; sum_m|Phi|^2 = 0.153254
l = 2: sum_m|phi|^2 = 0.142420 a.u.; sum_m|Phi|^2 = 0.294247
shell sum |phi|^2 = 0.220685 a.u.; shell sum |Phi|^2 = 0.455945
quantum mean = 0.024521 a.u.; formula = 0.024521 a.u.
classical r = 2.769231 bohr; int d3r delta(H-E) = 369.5017 a.u.
classical density = 0.024521 a.u.
P(|p|<p0): quantum 0.712207, formula 0.712207, sampled orbits 0.713
<p> = 0.565884 a.u.; mode of |p| = 0.384900 a.u.
<p^2> = 0.444444 a.u. (position space 0.444444)
<p^4> = 0.987654 a.u. (position space 0.987654)
sampled <xi4> = -0.251; weighted a/r: <xi4> = -0.002, <xi4^2> = 0.249
test orbit: period = 42.4115 a.u.; angle on sphere = 6.283185 rad
quantum P(r > 2a), n = 3 shell = 0.081134 (classically forbidden)
3D oscillator ground state, m = omega = 1: P(p^2 > 2E = 3) = 0.111610
ALL CHECKS PASSED
```
